The time-domain thermoreflectance signal as a sum over repetition-rate sidebands

**1. The decision that hangs on the result**

Suppose an interface conductance is to be fitted to a thermoreflectance measurement in which pump pulses heat a metal film and delayed probe pulses read its temperature. The pump is modulated at frequency ω₀, and a lock-in amplifier reports two numbers at ω₀. Before fitting, one must decide at which frequencies to evaluate the thermal model. Is ω₀ enough? If not, which others enter, with what phases, and how many are needed?

The answer is that every frequency ω₀ + mω_s enters, where ω_s is the pulse repetition frequency and m runs over all integers. The delay appears in the phases of these terms. Those phases depend on whether the probe is delayed or the pump is advanced, and a wrong choice can change the ratio of the two lock-in readings more than a 10 percent change in the conductance does.

**2. Definitions and assumptions**

Units have ħ = 1, and temperature is measured as an energy, so k_B = 1. Frequencies are then energies and times are inverse energies. The formulas hold in atomic units, and equally when eV and angstrom are inserted.

Let h(t) be the temperature rise seen by the probe at time t after unit energy per area is absorbed at t = 0. We assume:

- The response is linear, and material properties do not change during the measurement.
- h(t) = 0 for t < 0, and at late times h decreases steadily to zero.
- Pulses are short; their finite width is restored in part 6.

The frequency response is

H(ω) = ∫₀^∞ h(t) e^{−iωt} dt.

With this sign, a response that lags by less than half a cycle has a negative imaginary part. Because h is real, H(−ω) = H(ω)*.

Pump pulses arrive at times nT, with T = 2π/ω_s. Pulse n deposits the energy per area

F[1 + cos(ω₀nT)],

which is never negative. Probe pulses arrive at t_M = MT + τ, with 0 < τ < T. The clock for both the modulation and the lock-in reference is taken at the sample.

Each reflected probe pulse carries a constant part plus a part proportional to the temperature θ(t_M). The lock-in multiplies by 2e^{−iω₀t} and averages. Apart from a calibration factor and a constant electronic phase, its output is

Z = mean over M of 2θ(t_M) e^{−iω₀t_M}.

The factor 2 makes Z the complex amplitude: a temperature Re(Z e^{iω₀t}) gives the reading Z, provided 2ω₀/ω_s is not an integer. The constant reflectance averages to zero under the same condition.

**3. Adding the pulses in time**

A probe pulse at t_M sees pump pulses M, M−1, M−2 and so on. Label them by q = 0, 1, 2, …. The time since pulse M−q is

s_q = t_M − (M−q)T = qT + τ.

Linearity allows their temperatures to be added:

θ(t_M) = F Σ_{q≥0} [1 + cos(ω₀(M−q)T)] h(s_q).

Since (M−q)T = t_M − s_q, the cosine is

cos(ω₀(t_M−s_q)) = ½e^{iω₀t_M}e^{−iω₀s_q} + ½e^{−iω₀t_M}e^{iω₀s_q}.

Multiplication by 2e^{−iω₀t_M} produces three parts:

1. The constant pump level carries the factor 2e^{−iω₀t_M}.
2. The first exponential gives F Σ h(s_q)e^{−iω₀s_q}, which does not depend on M.
3. The second gives the complex conjugate of that sum, times e^{−2iω₀t_M}.

Part 1 averages to zero unless ω₀/ω_s is an integer, and part 3 unless 2ω₀/ω_s is an integer. The second condition includes the first. When 2ω₀/ω_s is not an integer,

Z(τ) = F Σ_{q≥0} h(qT+τ) e^{−iω₀(qT+τ)}.  (1)

One point needs care. In one-dimensional heat flow h falls as t^{−1/2}, so the response to the constant pump level grows with time. If the pulses start at M = 0, this background grows as √M. Its product with the oscillating reference has partial sums that also grow no faster than √M. Division by the number M of probe pulses therefore still gives zero. In a real sample, sideways heat flow eventually limits the background.

The sum in (1) itself converges. Its phases rotate by ω₀T at each step while h decreases. Summation by parts bounds the remainder after Q terms, once h is decreasing, by F h(QT+τ)/|sin(ω₀T/2)|. This tends to zero uniformly in τ.

**The excluded case.** Let ω₀ = ω_s/2. Then e^{−2iω₀MT} = 1, and part 3 survives. If Z denotes the value of (1), the instrument reads

Z + Z*e^{−2iω₀τ} = 2e^{−iω₀τ} Re(Z e^{iω₀τ}).

The added term is as large in magnitude as Z. The phase of the result is fixed by τ, apart from a sign, so only one real number about the sample remains.

**4. From past pulses to sidebands**

Define f(t) = h(t)e^{−iω₀t}, which vanishes for t < 0. The sum in (1) may then run over all integers q, because negative q contribute nothing for 0 < τ < T. Extended in this way it is periodic in τ with period T, so it has a Fourier series

Z(τ) = Σ_m Z_m e^{imω_sτ}.

The coefficients are

Z_m = (1/T) ∫₀^T Z(τ)e^{−imω_sτ} dτ
= (F/T) Σ_{q≥0} ∫₀^T f(qT+τ)e^{−imω_sτ} dτ.

Uniform convergence permits the exchange of sum and integral. In each integral put t = qT + τ. Since ω_sT = 2π,

e^{−imω_s(t−qT)} = e^{−imω_st}.

The intervals from qT to (q+1)T now join into one integral:

Z_m = (F/T) ∫₀^∞ h(t)e^{−i(ω₀+mω_s)t} dt = (F/T)H(ω₀+mω_s).

Therefore

Z(τ) = (F/T) Σ_m H(ω₀+mω_s) e^{imω_sτ}.  (2)

For ideal pulses the sum is taken symmetrically, from −M to M with M → ∞. Where h is smooth it gives Z(τ). At τ = 0, where h may jump, it gives the midpoint of the jump.

The same result has a direct reading in frequency. The modulated pump train contains the frequencies ω₀ + mω_s, and the sample responds to each with H(ω₀+mω_s). The probe train contains the harmonics e^{ikω_s(t−τ)}. The product has frequency ω₀ when k = −m, and the probe then supplies the phase e^{imω_sτ}. The probe pulses thus shift every thermal sideband back to the lock-in frequency.

**5. Which pulse is moved?**

In (2) the probe is delayed. One can instead shorten the pump path after the modulator. Pump pulse n then arrives at nT − τ, but its energy was set by the modulation phase ω₀nT. The probe arrives at MT, and the reference is e^{−iω₀MT}.

The elapsed time is still qT + τ, but the phase difference between pump modulation and reference is now ω₀qT. Hence

Z_adv(τ) = F Σ_{q≥0} h(qT+τ)e^{−iω₀qT} = e^{iω₀τ}Z(τ).

In sideband form, e^{imω_sτ} is replaced by e^{i(ω₀+mω_s)τ}. The magnitude is unchanged, but the ratio −Re Z/Im Z is not. If a fit uses this ratio, the optical layout must be known.

**6. Finite pulse width**

Let the pump and probe pulses be Gaussian with rms widths σ_p and σ_r, and let the modulation act continuously through each pulse. The Fourier coefficients of the two trains at mω_s are reduced by

exp[−(mω_sσ_p)²/2] and exp[−(mω_sσ_r)²/2].

Term m of (2) contains one coefficient from each train, so it is multiplied by

exp[−(mω_sσ)²/2], σ² = σ_p² + σ_r².

In delay, this is a convolution of Z(τ) with a Gaussian of width σ. It rounds the jump at τ = 0 and makes the sideband sum absolutely convergent. When τ is many σ away from both 0 and T, it has little effect.

**7. A film on a substrate**

Equation (2) holds for any H that meets the assumptions. As a model, take a film at uniform temperature with heat capacity per area c. It is joined by an interface conductance G to a half-space of conductivity κ and heat capacity per volume C. The spots are wide, so heat flows in one dimension.

In the substrate the temperature obeys C∂θ/∂t = κ∂²θ/∂z². For time dependence e^{iωt}, the decaying solution is e^{−kz} with k = √(iωC/κ) and Re k > 0. The heat flux entering the substrate is

J = κkθ_sub = ε√(iω) θ_sub, ε = √(κC).

The interface requires J = G(θ − θ_sub), so

θ = J[1/G + 1/(ε√(iω))].

For unit absorbed energy, the film balance is iωcθ = 1 − J. Eliminating J gives

H(ω) = 1/{iωc + [1/G + 1/(ε√(iω))]⁻¹}.  (3)

To find h, write x = √(iω). The bracket inverts to Gεx/(G+εx), and

H = (G+εx)/{x[cεx² + cGx + Gε]}.

Define a and b by a + b = G/ε and ab = G/c. Dividing numerator and denominator by ε gives

H = (x+a+b)/[cx(x+a)(x+b)]
= {b/[x(x+a)] − a/[x(x+b)]}/[c(b−a)].

The second line follows because b(x+b) − a(x+a) = (b−a)(x+a+b).

We need the time function whose Laplace transform is 1/[√p(√p+a)], with p = iω. Let w(z) = e^{z²}erfc z and g(t) = w(a√t). Differentiation gives

g′ = a²g − a/√(πt), g(0) = 1.

Its Laplace transform ĝ satisfies pĝ − 1 = a²ĝ − a/√p, because 1/√(πt) transforms to 1/√p. Thus

ĝ = (1−a/√p)/(p−a²) = 1/[√p(√p+a)],

as required. The response is

h(t) = [b w(a√t) − a w(b√t)]/[c(b−a)].  (4)

If a = b, the limit is taken. If a and b are complex conjugates, h is still real.

**Short times.** Use w(z) = 1 − 2z/√π + z² + …. The √t terms in (4) cancel, leaving

h(t) ≈ (1/c)(1 − Gt/c).

The film first holds all the heat, then loses it through the interface into a substrate that is still cold.

**Long times.** Use w(z) ≈ 1/(z√π). Then

h(t) ≈ (a+b)/[abc√(πt)] = 1/[ε√(πt)].

At leading order the film and interface no longer matter. This slow tail is why many past pulses contribute to one reading.

**8. Two useful consequences**

**The step at zero delay.** Just after τ = 0 the newest pump pulse contributes Fh(0⁺); just before, it does not. All older contributions are continuous. Therefore

Z(0⁺) − Z(0⁻) = F/c.

The step is real. If the electronics multiply Z by e^{iψ}, the measured step has phase ψ, apart from π if reflectance falls on heating. The phase can be corrected by rotating the data until, at τ = 0, the imaginary part is continuous and the real part steps upward.

**Rapid pulses.** Hold the mean power F/T fixed and let ω_s become large compared with ω₀ and the thermal rates of the film. For m ≠ 0, H ≈ 1/(imω_sc). The series

Σ_{m≠0} e^{imx}/(im) = π − x, 0 < x < 2π,

then gives

Z ≈ (F/T)H(ω₀) + (F/c)(½ − τ/T).  (5)

The first term is the response to a smoothly modulated beam. The second is a real sawtooth. A pulse delivers its heat at once, whereas the smooth beam supplies the same heat evenly over the period; the sawtooth is the difference. It would be present even if no heat left the film. As T → 0 at fixed F/T, the sawtooth vanishes and ω₀ alone is enough.

**9. A numerical example**

The parameters are round model values for an unnamed metal film on an insulator:

- film thickness 800 Å and heat capacity 0.18 Å⁻³, so c = 800 × 0.18 = 144 Å⁻²
- G = 5.0×10⁻⁵ eV/Å²
- κ = 0.050 eV/Å and C = 0.20 Å⁻³, so ε = √0.010 = 0.10 eV^{1/2}/Å²
- ω_s = 3.2×10⁻⁷ eV and ω₀ = 4.0×10⁻⁸ eV
- F = 0.010 eV/Å² and σ = 500 eV⁻¹

The pulse period is T = 2π/ω_s = 1.9635×10⁷ eV⁻¹. The thermal depth √(2κ/(Cω₀)) is 3536 Å; the spots must be much wider than this, and also much wider than the distance heat spreads sideways within the metal film, which can be larger.

**The term m = 0.** First,

ε√(iω₀) = 0.10 × 2.0×10⁻⁴ × (1+i)/√2 = 1.414×10⁻⁵(1+i).

Its inverse is 35355(1−i). Adding 1/G = 20000 gives 55355 − 35355i, whose inverse is (1.283 + 0.820i)×10⁻⁵. The film adds iω₀c = 0.576×10⁻⁵i. Hence

H(ω₀) = 1/[(1.283+1.396i)×10⁻⁵] ≈ (3.57−3.88i)×10⁴ Å²/eV.

Multiplication by F/T = 5.093×10⁻¹⁰ eV²/Å² gives (1.818 − 1.978i)×10⁻⁵ eV.

**The other terms.** At τ = 1.0×10⁶ eV⁻¹, in units of 10⁻⁵ eV:

m = 0: 1.818 − 1.978i
m = −1: 0.637 + 0.629i
m = +1: 0.505 − 0.554i
all m: 5.348 − 1.899i

The three terms add to 2.960 − 1.902i. They nearly give the imaginary part but only 55 percent of the real part. The reason is H(−ω) = H(ω)*: when ω₀ is small compared with mω_s, terms m and −m are nearly conjugates, and their sum is nearly real.

The amplitude is |Z| = 5.675×10⁻⁵ eV, or 0.659 K. The full sums include the Gaussian factor and run to |m|ω_sσ = 7.

**How many terms?** For ideal pulses at this delay, cutting the sum at |m| = 10, 100 and 1000 gives errors of 11, 0.9 and 0.12 percent of |Z|. The reference is (1), summed over 4000 past pulses with the oscillating remainder averaged out. At large |m|, H ≈ 1/(imω_sc). Summation by parts, as in part 3, then bounds the terms omitted by a cut at |m| = M by a constant times 1/[M sin(ω_sτ/2)]. Delays close to 0 or to T therefore need more terms.

**The ratio −Re Z/Im Z.**

τ = 2.0×10⁵ eV⁻¹: probe delayed 3.694, pump advanced 3.815
τ = 1.0×10⁶ eV⁻¹: probe delayed 2.816, pump advanced 3.219
τ = 5.0×10⁶ eV⁻¹: probe delayed 1.249, pump advanced 1.945

At the longest delay ω₀τ = 0.20 rad, and using the pump-advanced formula for a delayed probe raises the ratio by 56 percent of its correct value. Raising G by 10 percent changes the probe-delayed ratios by +0.60, −0.53 and −1.75 percent, respectively. The sign change means that at some delay between the first two the ratio does not respond to this change in G.

**The step.** F/c = 6.944×10⁻⁵ eV, or 0.806 K. Between τ = −10σ and +10σ the real part rises by 6.932×10⁻⁵ eV, 0.18 percent less. Early film cooling, G×10σ/c = 0.17 percent, accounts for most of the difference. The imaginary part changes by only −1.0×10⁻⁸ eV. These figures belong to the uniform-film model. In a real metal film, heat absorbed near the surface needs time to spread evenly. How long depends on the metal; in some films of this thickness it takes tens of picoseconds (10 ps is about 1.5×10⁴ eV⁻¹). If pump and probe strike the same face, the step measured at 10σ, about 3 ps, can therefore be well above F/c.

Equation (5) is not reliable here: it misses Z by 20, 7 and 27 percent at the three delays. The main cause is GT/c = 6.8, which means the film cools substantially between pulses. The ratio ω₀/ω_s = 1/8 is also not small enough; even with G a hundred times smaller, (5) is off by up to 5 percent at these delays.

**10. Where the result needs changing**

For small spots, H must include sideways heat flow and the average over the probe spot; (2) keeps its form. At very short delays the film is not uniform, and (3) fails. At longer delays (3) still omits the thermal resistance of the film itself. Take the example with heat absorbed and probed within about 80 Å of the surface. A film conductivity of 1.0 eV/Å (about 210 W/(m K)) raises the three probe-delayed ratios by 0.8, 0.7 and 0.5 percent, and 0.5 eV/Å raises them by 1.6, 1.3 and 1.0 percent. At the first two delays these shifts exceed the effect of a 10 percent change in G, and a uniform-film fit at the longest delay gives G too low by about 3 and 5 percent. A real fit of G should therefore use an H with the film as a layer of finite conductivity. Strong heating breaks linearity and with it (2).

Square-wave modulation adds odd harmonics jω₀. One of them reaches the lock-in frequency if (j−1)ω₀/ω_s or (j+1)ω₀/ω_s is an integer. With ω₀/ω_s = 1/8, as here, j = 7 and j = 9 do so. This does not spoil the measurement. At the pump arrival times nT such a harmonic takes the same values as a modulation at ω₀, so for short pulses it only multiplies Z by a complex constant. The constant depends on where the pulses fall within the square wave, but not on the delay or the sample. Calibration absorbs its magnitude, and the phase correction of part 8 removes its phase. The timing between pulses and square wave must stay fixed, with no pulse on a switching edge. If the frequency ratio is slightly different, these harmonics instead appear close to ω₀, and a sufficiently narrow lock-in filter must reject them.

Numerical values quoted here were computed with a short program.
